# Three Plane Waves and the Dirac Doublet of a Weak Triangular Potential

**Q.** You claim that a weak periodic potential can make a free electron look like a massless particle. A free electron has a parabola, and a weak potential only opens gaps. Which problem are you solving?

**A.** One electron of mass $m$ moves in a plane, in a triangular-lattice potential with lattice constant $L$. I keep the six shortest Fourier components, with one real coefficient $V$, and set the average potential to zero:

$$U(\mathbf r)=2V\sum_{j=0}^{2}\cos(\mathbf G_j\cdot\mathbf r)=V\sum_{j=0}^{2}\left(e^{i\mathbf G_j\cdot\mathbf r}+e^{-i\mathbf G_j\cdot\mathbf r}\right).$$

The $\mathbf G_j$ are at $120^\circ$ to one another, sum to zero and have length $G=4\pi/(\sqrt3L)$. Electron interactions and spin-orbit coupling are left out.

Gaps open where free waves of equal energy are coupled. On an edge of the Brillouin zone two waves meet. At a corner three meet, and three equal couplings need not separate all three levels.

**Q.** Why three waves and no more?

**A.** The corner is at distance $K=G/\sqrt3=4\pi/(3L)$ from the zone centre. The equivalent corner waves are

$$\mathbf K_j=K\left(\cos\frac{2\pi j}{3},\ \sin\frac{2\pi j}{3}\right),\qquad j=0,1,2.$$

They sum to zero, so $\mathbf K_i\cdot\mathbf K_j=-K^2/2$ for $i\ne j$, and

$$|\mathbf K_i-\mathbf K_j|^2=K^2+K^2+K^2=3K^2=G^2.$$

Their differences are thus the shortest reciprocal vectors, and I name $\mathbf G_0=\mathbf K_0-\mathbf K_1$, $\mathbf G_1=\mathbf K_1-\mathbf K_2$, $\mathbf G_2=\mathbf K_2-\mathbf K_0$. All three waves have the free energy

$$E_0=\frac{\hbar^2K^2}{2m}=\frac{8\pi^2\hbar^2}{9mL^2}.$$

The next waves with the same Bloch vector are the three $-2\mathbf K_l$, at $4E_0$. For $|V|\ll E_0$ they enter the energies at order $V^2/E_0$, so the first-order problem is closed within three waves.

**Q.** Then solve it at the corner.

**A.** The matrix element between waves $i$ and $j$ is the Fourier coefficient at $\mathbf K_i-\mathbf K_j$, which is $V$:

$$H=\begin{pmatrix}E_0&V&V\\V&E_0&V\\V&V&E_0\end{pmatrix}=(E_0-V)I+VJ,$$

where every element of $J$ is 1. Acting on $(1,1,1)$, $J$ gives 3 times that vector. Acting on a vector whose components sum to zero, it gives zero, and such vectors form a two-dimensional space. Hence

$$E_{\rm singlet}=E_0+2V,\qquad E_{\rm doublet}=E_0-V\ \text{(twice)}.$$

The shifts sum to zero, as the trace requires, and the separation is $3|V|$. For $V>0$ the doublet is below the singlet, and bands 1 and 2 touch. For $V<0$ the singlet is lowest, and bands 2 and 3 touch.

**Q.** What distinguishes these states in space? All three are built from waves of uniform density.

**A.** Their interference differs. With $\omega=e^{2\pi i/3}$, take

$$u_0=\frac1{\sqrt3}\sum_j|\mathbf K_j\rangle,\qquad u_\pm=\frac1{\sqrt3}\sum_j\omega^{\pm j}|\mathbf K_j\rangle .$$

Since $1+\omega+\omega^2=0$, both $u_\pm$ belong to the doublet. At a lattice point, $\mathbf r=0$, the waves of $u_0$ add to amplitude $3/\sqrt3$, whose square is 3 times the mean density, while those of $u_\pm$ cancel.

Now take the point $\mathbf r_A$ where $\mathbf G_0\cdot\mathbf r_A=\mathbf G_1\cdot\mathbf r_A=2\pi/3$. There $e^{i\mathbf K_j\cdot\mathbf r_A}$ equals a common phase times $\omega^{-j}$. The waves of $u_+$ add, and those of $u_0$ and $u_-$ cancel. At $-\mathbf r_A$ the roles of $u_+$ and $u_-$ are exchanged. These two points and their translations form a honeycomb.

The potential is $6V$ at lattice points and $3\cdot2V\cos(2\pi/3)=-3V$ at honeycomb sites. For $V>0$ the singlet therefore gathers on the hills and the doublet in the valleys. The densities are spread out, so the mean potentials are the milder $2V$ and $-V$.

**Q.** The degeneracy may be an accident of keeping three waves. Why should the rest not split it?

**A.** Symmetry forbids it. Let $R$ be the rotation by $120^\circ$, and let $\Theta$ be inversion combined with time reversal, $\Theta\psi(\mathbf r)=\psi^*(-\mathbf r)$. Both leave the Hamiltonian and the corner Bloch vector unchanged, and they commute. Suppose $R\psi=\omega\psi$. Because $\Theta$ conjugates numbers,

$$R(\Theta\psi)=\Theta(R\psi)=\Theta(\omega\psi)=\omega^*(\Theta\psi).$$

So $\Theta\psi$ has the same energy but another eigenvalue of $R$, and is an independent state. The doublet is of this kind: $R$ sends $\mathbf K_j$ to $\mathbf K_{j+1}$, so $Ru_-=\omega u_-$ and $Ru_+=\omega^*u_+$, and mixing with other waves preserves these eigenvalues. This holds at any strength of the potential. Symmetry does not fix the order of the levels; that comes from the calculation.

**Q.** Your argument uses inversion. What if the potential lacks it?

**A.** Then $\Theta$ no longer protects the doublet, and it can split. A mirror line along $\mathbf K_0$ would still protect it, because that reflection exchanges $u_+$ and $u_-$. A common phase in the six shortest components removes this protection too. Replace each $\cos(\mathbf G_j\cdot\mathbf r)$ by $\cos(\mathbf G_j\cdot\mathbf r+\phi)$. The couplings between successive waves become $Ve^{i\phi}$ in one sense of rotation and $Ve^{-i\phi}$ in the other. The states $u_0,u_\pm$ remain eigenvectors, with shifts

$$Ve^{i\phi}\omega^{n}+Ve^{-i\phi}\omega^{-n}=2V\cos\left(\phi+\frac{2\pi n}{3}\right),\qquad n=0,\pm1.$$

The pair $n=\pm1$, degenerate at $\phi=0$, is separated by

$$2|V|\left|\cos\left(\phi+\tfrac{2\pi}{3}\right)-\cos\left(\phi-\tfrac{2\pi}{3}\right)\right|=4|V\sin\phi|\sin\tfrac{2\pi}{3}=2\sqrt3\,|V\sin\phi|.$$

For the six-component potential, real coefficients are therefore part of the statement, up to a shift of origin: $\phi=2\pi/3$ only translates the potential by $-\mathbf r_A$, and then $n=0$ and $n=+1$ form the degenerate pair. Equal coefficients are what the rotation $R$ requires. Longer harmonics are less harmful: they do not connect the three corner waves, whose differences are all shortest vectors. If they respect the same symmetries and are also of order $V$, they first act at second order.

**Q.** A degeneracy is not yet a Dirac cone. Two parabolas can also touch. Where does a linear term come from?

**A.** From the kinetic energy. Let the Bloch vector be displaced from the corner by $\mathbf q=q(\cos\theta,\sin\theta)$. Then

$$\frac{\hbar^2|\mathbf K_j+\mathbf q|^2}{2m}=E_0+\frac{\hbar^2q^2}{2m}+x_j,\qquad x_j=\frac{\hbar^2}{m}\mathbf K_j\cdot\mathbf q=\kappa\cos\left(\theta-\frac{2\pi j}{3}\right),$$

with $\kappa=\hbar^2Kq/m$. If $\kappa\ll|V|$, the $x_j$ act first inside the doublet. The diagonal elements vanish:

$$\langle u_\pm|x|u_\pm\rangle=\frac13\sum_jx_j=0.$$

For the off-diagonal element, the conjugated amplitude of $u_+$ is $\omega^{-j}/\sqrt3$, and the unconjugated amplitude of $u_-$ is also $\omega^{-j}/\sqrt3$. Their product is $\omega^{-2j}/3=\omega^j/3$, so

$$\langle u_+|x|u_-\rangle=\frac13\sum_j\omega^{j}\,\frac\kappa2\left(e^{i\theta}\omega^{-j}+e^{-i\theta}\omega^{j}\right)=\frac\kappa2e^{i\theta}.$$

The first term contributes 1 for each $j$; the second contains $\sum_j\omega^{2j}=0$. In the order $(u_-,u_+)$, with $q_x$ along $\mathbf K_0$,

$$H_{\rm doublet}=(E_0-V)I+\hbar v\begin{pmatrix}0&q_x-iq_y\\q_x+iq_y&0\end{pmatrix},\qquad \hbar v=\frac{\kappa}{2q}.$$

The square of the last matrix is $q^2I$, so the energies are $E_0-V\pm\hbar vq$, and

$$v=\frac{\hbar K}{2m}=\frac{2\pi\hbar}{3mL}.$$

**Q.** The strength of the potential has dropped out. How can a potential create a cone whose slope does not contain it?

**A.** The potential selects the states, and the kinetic energy supplies the slope. The speed is half the free speed $\hbar K/m$. What $V$ controls is the range of the cone, which shrinks to nothing as $V\to0$.

The line $\theta=0$ shows this within the three-wave model. There $x_0=\kappa$ and $x_1=x_2=-\kappa/2$. The antisymmetric combination of waves 1 and 2 decouples. Measured from $E_0+\hbar^2q^2/2m$, its energy is

$$\varepsilon=-V-\frac\kappa2 .$$

Wave 0 and the symmetric combination $(|\mathbf K_1\rangle+|\mathbf K_2\rangle)/\sqrt2$ are coupled by $2V/\sqrt2=\sqrt2V$. Their matrix and its eigenvalues are

$$\begin{pmatrix}\kappa&\sqrt2V\\\sqrt2V&V-\kappa/2\end{pmatrix},\qquad
\varepsilon=\frac\kappa4+\frac V2\pm\sqrt{\left(\frac{3\kappa}4-\frac V2\right)^2+2V^2}.$$

At $\kappa=0$ the root is $3|V|/2$, which returns $2V$ and $-V$. For $\kappa\gg|V|$ the levels approach $\kappa$ and $-\kappa/2+V$: wave 0 runs with its free slope, and the other two waves keep an ordinary two-wave gap $2|V|$. This limit still requires $q\ll K$ if the omitted waves are to stay remote.

**Q.** That is one direction. How does the cone bend in general?

**A.** Put $\varepsilon=E-E_0-\hbar^2q^2/2m$ and $\lambda=\varepsilon+V$. The matrix $\varepsilon I-H'$, where $H'$ contains the $x_j$ and the couplings, equals $D-VJ$ with $D$ diagonal and elements $\lambda-x_j$. Since $J$ has rank one,

$$\det(D-VJ)=\prod_j(\lambda-x_j)-V\sum_{i<j}(\lambda-x_i)(\lambda-x_j)=0.$$

The three numbers $x_j/\kappa$ are the roots of $4c^3-3c=\cos3\theta$, by the triple-angle identity. Therefore

$$\prod_j(\lambda-x_j)=\lambda^3-\tfrac34\kappa^2\lambda-\tfrac14\kappa^3\cos3\theta .$$

The sum of pair products is the derivative of this product with respect to $\lambda$, namely $3\lambda^2-\frac34\kappa^2$. Thus

$$\lambda^3-3V\lambda^2-\tfrac34\kappa^2\lambda+\tfrac34V\kappa^2-\tfrac14\kappa^3\cos3\theta=0.$$

For small $\kappa$ the terms with $V$ dominate and give $\lambda=s\kappa/2$, $s=\pm1$. Insert $\lambda=s\kappa/2+\delta$, where $\delta$ is of order $\kappa^2/V$. At order $\kappa^3$ the terms with $V$ leave $-3Vs\kappa\delta$, and the others give

$$\frac{s\kappa^3}8-\frac{3s\kappa^3}8-\frac{\kappa^3\cos3\theta}4=-\frac{\kappa^3}4(s+\cos3\theta).$$

Their sum must vanish, so, with $1/s=s$,

$$\delta=-\frac{\kappa^2}{12V}(1+s\cos3\theta).$$

Since $\kappa=2\hbar vq$, the two branches of the three-wave model are

$$E_s=E_0-V+s\hbar vq+\frac{\hbar^2q^2}{2m}-\frac{(\hbar vq)^2}{3V}(1+s\cos3\theta)+O(q^3).$$

The cone is round at first order and has threefold warping at second order. The condition for the linear law is $\hbar vq\ll3|V|$, the distance to the singlet.

**Q.** Is there anything besides the linear energy that justifies the name Dirac?

**A.** The eigenvector changes sign around the corner. For the lower branch of $H_{\rm doublet}$, the plane-wave amplitudes can be chosen real:

$$c_j(\theta)=\sqrt{\tfrac23}\,\sin\left(\frac\theta2+\frac{2\pi j}3\right).$$

To see this, take the components $(e^{-i\theta/2},-e^{i\theta/2})/\sqrt2$ in the basis $(u_-,u_+)$. The matrix turns them into minus themselves times $\hbar vq$, and adding the plane waves gives $c_j$ up to a constant phase. Increasing $\theta$ by $2\pi$ restores the Hamiltonian but reverses every $c_j$. An 81-wave diagonalization for the example below gives a sign of $-1$ on a small loop around the corner and $+1$ on an equal loop beside it.

**Q.** Put numbers in. How much do the waves you dropped matter?

**A.** I use Hartree atomic units, $\hbar=m=1$, with round parameters $L=10$ bohr and $V=0.005$ hartree. Then

$$K=\frac{4\pi}{30}=0.41888\ \text{bohr}^{-1},\qquad E_0=\frac{K^2}{2}=0.08773\ \text{hartree},$$

and $V/E_0=0.057$. The three-wave levels are $0.08773+0.01000=0.09773$ hartree for the singlet and $0.08773-0.00500=0.08273$ hartree for the doublet. They are 0.015 hartree, or 0.408 eV, apart. The velocity is $2\pi/30=0.2094$ atomic units, or $4.58\times10^5$ m/s.

The first correction can be derived. Let $i,j,l$ be the three different indices. The potential couples $\mathbf K_j$ to six waves: the other two corner waves, the two waves $-2\mathbf K_i,-2\mathbf K_l$ at $4E_0$, and the two waves $2\mathbf K_j-\mathbf K_i,\,2\mathbf K_j-\mathbf K_l$ at $7E_0$. The second-order diagonal element is

$$V^2\left(\frac{2}{E_0-4E_0}+\frac{2}{E_0-7E_0}\right)=-\frac{V^2}{E_0}.$$

Waves $i$ and $j$ share one outside neighbour, $-2\mathbf K_l$, which adds $-V^2/(3E_0)$ to their coupling. For the singlet this coupling counts twice; for the doublet it counts $-1$ times:

$$\Delta E_{\rm singlet}=-\frac{V^2}{E_0}\left(1+\frac23\right)=-\frac{5V^2}{3E_0},\qquad
\Delta E_{\rm doublet}=-\frac{V^2}{E_0}\left(1-\frac13\right)=-\frac{2V^2}{3E_0}.$$

Here they are $-0.000475$ and $-0.000190$ hartree. The resulting levels, 0.097255 and 0.082540 hartree, compare with 0.097247 and 0.082545 hartree from 81 waves. The separation falls from 0.0150 to 0.0147 hartree, 2 percent of the three-wave value.

**Q.** Does the velocity also change at second order?

**A.** Yes. Its first-order change vanishes because the outside waves enter with amplitudes of order $V/E_0$ and momentum is diagonal in plane waves. Write a wave vector as $k=k_x+ik_y$, so that $\mathbf K_j$ becomes $K\omega^j$. Threefold symmetry leaves the slope determined by $\langle u_-|k|u_+\rangle$, which is $K$ for three waves.

Apart from the common factor $1/\sqrt3$, first-order mixing gives $u_+$ the amplitude

$$\frac{V(\omega^i+\omega^j)}{-3E_0}=\frac{V\omega^l}{3E_0}\quad\text{on }-2\mathbf K_l,\qquad
-\frac{V\omega^j}{6E_0}\quad\text{on }2\mathbf K_j-\mathbf K_l .$$

Those of $u_-$ are the complex conjugates. The three waves at $4E_0$ add $-2K/9$ times $V^2/E_0^2$ to the matrix element. For the six at $7E_0$, the sum is

$$\frac{K}{36}\,\frac13\sum_j\sum_{l\ne j}(2-\omega^{l-j})=\frac{K}{36}\,\frac{3(4+1)}3=\frac{5K}{36}$$

times $V^2/E_0^2$. The squared norm grows by $\frac19+\frac1{18}=\frac16$ times $V^2/E_0^2$, and must be divided out. Hence

$$\frac{v_{\rm corrected}}v=1+\frac{V^2}{E_0^2}\left(-\frac29+\frac5{36}-\frac16\right)=1-\frac{V^2}{4E_0^2}$$

through second order. This is a reduction of 0.08 percent here, from 0.20944 to 0.20927 atomic units; 81 waves give 0.20928. The coefficients in this correction and in the level shifts belong to the six-component potential.

**Q.** And how far out is the cone straight in this example?

**A.** Take $q=0.002$ bohr$^{-1}$ along $\mathbf K_0$. The linear term is $0.20944\times0.002=0.4189$ millihartree, 8.4 percent of $V$. The free quadratic term adds 0.0020 millihartree to both branches. For the upper branch $\cos3\theta=1$, and the bending term is

$$-\frac{2(0.4189)^2}{3\times5}=-0.0234\ \text{millihartree}.$$

The upper shift is therefore $0.4189+0.0020-0.0234=0.3975$ millihartree, against 0.3969 from the three-wave matrix and 0.3960 from 81 waves. The lower shift is $-0.4189+0.0020=-0.4169$ millihartree, in agreement with the three-wave value because its bending term vanishes and the antisymmetric state is exactly linear in $\kappa$. With 81 waves it is $-0.4166$. The branches are already unequal by about 5 percent, although $\hbar vq$ is far below $3V$.

**Q.** If inversion is slightly broken, is your first-order splitting as accurate?

**A.** It is less accurate than the velocity. Its relative correction is of order $V/E_0$, as for the level shifts, whereas that of the velocity is of order $V^2/E_0^2$. For $\phi=0.1$ the first-order value is $2\sqrt3\times0.005\times\sin0.1=0.00173$ hartree, while 81 waves give 0.00179 hartree. The path through $-2\mathbf K_l$ explains the difference. It uses two couplings of phase $-\phi$ and adds $-V^2e^{-2i\phi}/(3E_0)$ to $Ve^{i\phi}$. The imaginary part, which splits the doublet, becomes

$$V\sin\phi+\frac{V^2}{3E_0}\sin2\phi=V\sin\phi\left(1+\frac{2V\cos\phi}{3E_0}\right).$$

The bracket is 1.038, which raises 0.00173 to 0.00179 hartree.

**Q.** Would a metal with this potential then show only Dirac electrons at the doublet energy?

**A.** No, not for these parameters. At the midpoint M of a zone edge, two waves of length $G/2$ meet. Their free energy is $\frac34E_0$, because $(G/2)^2=\frac34K^2$, and their coupling $V$ splits them to $\frac34E_0\pm V$. For $V>0$ the second band at M is below the doublet, at first order, if

$$\frac34E_0+V<E_0-V,\qquad\text{that is,}\qquad V<\frac{E_0}8 .$$

This bound is only a first-order estimate. At $V\sim E_0/8$ the second-order shifts are not small, and they lower the M level more than the doublet; a converged plane-wave diagonalization puts the crossing at $V\approx0.158E_0$. Here the 81-wave energies are 0.0699 hartree at M and 0.0825 hartree for the doublet. The second band is below the doublet energy at M and above it on the upper cone, so by continuity it crosses that energy elsewhere in the zone. Ordinary states accompany the Dirac point, and the density of states does not vanish there. Where the Fermi level falls must be found by counting states over the whole zone. The numerical output following this exchange gives the values to more digits.

## Computed values

```
lattice constant L = 10.0 bohr
Fourier coefficient V = 0.0050 hartree
corner wave number K = 0.418879 bohr^-1
free energy E0 = 0.087730 hartree
ratio V/E0 = 0.05699
U at lattice point = 0.0300 hartree
U at honeycomb site = -0.0150 hartree
mean U, singlet = 0.0100 hartree
mean U, chiral state = -0.0050 hartree
singlet, 3 waves = 0.097730 hartree
singlet, second order = 0.097255 hartree
singlet, 81 waves = 0.097247 hartree
doublet, 3 waves = 0.082730 hartree
doublet, second order = 0.082540 hartree
doublet, 81 waves = 0.082545 hartree
singlet minus doublet, 3 waves = 0.015000 hartree
the same in eV = 0.4082 eV
singlet minus doublet, full = 0.014702 hartree
fitted slope dE/dV, singlet = 1.99995
fitted slope dE/dV, doublet = -0.99997
V^2/E0 coefficient, singlet = -1.6666
V^2/E0 coefficient, doublet = -0.6667
velocity 2 pi/(3L) = 0.209440 atomic units
the same in SI = 4.5819e+05 m/s
velocity, second order = 0.209269 atomic units
velocity, full = 0.209280 atomic units
(V/E0)^2 velocity coefficient = -0.2501
example q along K_0 = 0.0020 bohr^-1
linear term v q = 0.41888 millihartree
ratio v q/V = 0.0838
upper cone shift, series = 0.39748 millihartree
lower cone shift, series = -0.41688 millihartree
upper cone shift, 3 waves = 0.39685 millihartree
lower cone shift, 3 waves = -0.41688 millihartree
upper cone shift, full = 0.39599 millihartree
lower cone shift, full = -0.41656 millihartree
phase phi = 0.10 rad
doublet splitting, first order = 0.001729 hartree
doublet splitting, full = 0.001793 hartree
eigenvector sign, loop around K = -1
eigenvector sign, loop beside K = +1
second band at M, first order = 0.070797 hartree
second band at M, full = 0.069858 hartree
doublet minus second band at M = 0.012687 hartree
```
